Finite-Size Corrections for a Polaron in a Periodic Supercell, part 2

An extra electron traps itself in a polar insulator with a harmonic lattice, static classical displacements (amplitudes B) and linear coupling. The periodic cubic supercell has side L, volume V = L³, lattice vectors R and wavevectors Q = (2π/L)(n₁, n₂, n₃); Q = 0 is omitted from phonon sums. Hartree atomic units are used in the algebra. Relative to the undistorted crystal with the carrier at the band edge, (a) gives the formation energy E and eigenvalue ε from the band energy T and elastic energy W:

E = T − W,  ε = T − 2W,  E = ε + W

The carrier has wavefunction ψ and density n, with transform n(Q) and variance σ². The high-frequency and static dielectric tensors are ε∞ and ε0; if isotropic, 1/κ = 1/ε∞ − 1/ε0. For unit-cell volume Ω, long-range vertex g^L_ν and mode frequency ω_ν, (b) gives

Σ_ν |g^L_ν|²/ω_ν = (2π/Ω) [1/(q·ε∞·q) − 1/(q·ε0·q)]

From (c), with α = 2.8372975 and any splitting parameter η > 0,

W_L = (1/2κ) ∬ n(r) v_L(r − r′) n(r′),  v_L(r) = (4π/V) Σ_(Q≠0) e^(iQ·r)/Q²

v_L(r) = 1/r − α/L + 2πr²/(3L³) + (l = 4 term ∝ r⁴/L⁵) + …

−α/L = Σ_(R≠0) erfc(ηR)/R + (4π/V) Σ_(Q≠0) e^(−Q²/4η²)/Q² − 2η/√π − π/(η²V)

From (d), dE/dν = ε at carrier norm ν = 1, and the 1/L shifts below hold for any band.

In (e), a parabolic band of mass m* has length unit κ/m* and energy unit m*/κ². There E_iso = −0.0542564, ε_iso = −0.1627692, σ² = 21.4852. With f(L) = E_L,

ε_L = 3f(L) + L f′(L)

so C L^(−p) in E becomes (3 − p) C L^(−p) in ε. The radial model, with kernel 1/r + λr² and λ = 2π/(3L³), gives c₆ and c₉:

E_L = E_iso + α/(2κL) − b − c₆/L⁶ − c₉/L⁹ − …,  b = 2πσ²/(3κL³),  c₆ ≥ 0

ε_L = ε_iso + α/(κL) + 0·b + 3c₆/L⁶ + 6c₉/L⁹ + …

At order L⁻³, δT = −2b; the l = 4 term enters E at L⁻¹⁰.

**(f) Estimate the effect of overlap between periodic images, and find when the localized solution ceases to be the lower state.**

*Solution.* Since E is the minimum over B of ε(B) plus the elastic energy, a small change of boundary conditions shifts E, to first order, by the shift δ of the level at fixed potential. The units of (e), m* = κ = 1, are used here. Let ψ be the decaying solution and Ψ the periodic one in the same potential, with Ψ ≈ ψ at the centre. Integrating ψHΨ − ΨHψ over the cell,

δ = −½ ∮ (ψ ∂_nΨ − Ψ ∂_nψ) dS

On a face ∂_nΨ = 0 by reflection symmetry, and Ψ ≈ 2ψ because two images meet there. Thus δ = ∮ ψ ∂_nψ dS. On a face at distance R = L/2, ∂_nψ = ψ′(r) R/r and dS = 2πρ dρ = 2πr dr, which gives 2πR ∫_R^∞ ψψ′ dr = −πRψ(R)² for a spherical tail. With six faces,

δE ≈ −6πR ψ(R)²

For the tail, u = rψ obeys u″ = (k² − 2/r)u with k = √(2|ε_iso|); level and potential shift by the same α/L, so k is that of the isolated polaron. Substituting u = r^η e^(−kr) gives u″ ≈ (k² − 2kη/r)u, so η = 1/k. Then δE ∝ R^(2η−1) e^(−kL), with logarithmic slope

γ = −d ln|δE|/dL = k − (2η − 1)/L

For large L the λr² term changes the exponent by 2∫λr²dr/k = π/(18k), with the integral from 0 to L/2, at first order in a WKB estimate with constant k. This limit does not depend on L, but its corrections, which begin at relative order 1/L, are not small at the sizes used in (h). The l ≥ 4 terms scale as r^l/L^(l+1), so their integral to L/2 is also independent of L. Along a cube axis the l = 4 term is S₄r⁴/L⁵ with S₄ = Σ_R P₄(cos θ_R)/R⁵ ≈ 3.11 for L = 1, which adds 2S₄/(160k) ≈ 0.039/k, about 0.07, to the exponent. An estimate built on a spherical tail therefore keeps an error of several per cent in its prefactor at any L. By (e) the shift of ε is (3 − γL) δE, opposite in sign and larger by a factor of order γL.

The uniform state at the band edge has T = 0 and n(Q≠0) = 0, hence E = 0 at every L. The localized state lies below it only for L above the root L_c of E_L = 0. The uniform state can also trap an energy minimization above L_c. For ψ ∝ 1 + δ cos(Qx) with small δ and Q = 2π/L, the energy is δ²[Q²/4 − 4π/(L³Q²)], which is positive for L < π³. Larger Q costs more, so up to L = π³ the uniform state is a local minimum, and a run started from a nearly uniform density can end there even where the polaron is lower. For such a result ∬ over a localized density makes no sense and none of the corrections applies.

**(g) Modify the 1/L term for (i) anisotropic tensors, (ii) a Q = 0 term replaced by the average of 1/q² over its cell, (iii) a charged supercell in which the carrier keeps its own Hartree energy.**

*Solution.* (i) Each term of (b) gives a kernel (4π/V) Σ e^(iQ·r)/(Q·ε·Q). With Q′ = ε^(1/2)Q and r′ = ε^(−1/2)r, the phase is unchanged, the Q′ are reciprocal to the lattice ε^(−1/2)R, and V′ = V/√det ε. The kernel is 1/√det ε times the Coulomb kernel of the transformed lattice. Let −μ[ε] be its regular part at the origin, from the Ewald formula with that lattice. Then

δE = (μ[ε∞] − μ[ε0])/2,  δε = μ[ε∞] − μ[ε0]

For a scalar ε the side is L/√ε, so μ = (α√ε/L)/ε^(3/2) = α/(εL), which recovers (d). The program tests this together with the independence of the band shape: a tight-binding band with hopping 0.05, ε∞ = diag(2,2,3), ε0 = diag(6,6,12), and L = 16, 20, 24, 32 lattice constants. Ewald sums give μL = 1.222055 and 0.359807, half difference 0.431124. The 1/L slopes extracted from the self-consistent solutions are 0.431123 for E and 0.862247 for ε.

(ii) With n ≈ 1 in the small cell, W gains the constant (2π/κV)⟨1/q²⟩ ≡ β/(2κL), so β = 4π⟨1/q²⟩/L² and α → α − β in both E and ε. For a sphere of equal volume, (4π/3)q_c³ = (2π/L)³ gives q_c³ = 6π²/L³, and ⟨1/q²⟩ = 3/q_c², so β = 12π/(6π²)^(2/3) = 2.48140. For the cube put q = (2π/L)x, so β = I/π with I = ∫d³x/x² over the unit cube. In spherical coordinates the radial integral gives the distance r to the surface, and the solid angle of a face element is (½)dA/r³, so I = 6∬(½)/(¼ + x² + y²) dx dy and β = 2.44275. The remaining coefficients are 0.35590 and 0.39455. Averaging shrinks the 1/L error without removing it, and the factor two survives.

(iii) The polaron equations contain only the phonon-mediated self-interaction. In a continuum picture of a semilocal density-functional calculation the carrier also repels itself through v_L/ε∞. With H_L = ½∬n v_L n the energy is T + H_L/ε∞ − H_L/κ = T + H_L/ε0 plus short-range terms. Since H_L shifts by −α/(2L), the relaxed charged cell errs by −α/(2ε0L), with the opposite sign and a different screening. Removing the periodic Hartree term of the carrier gives

−α/(2ε0L) + α/(2ε∞L) = +α/(2κL)

This identity follows from (c) within the continuum picture and is not tested against a density-functional calculation.

**(h) Take m* = 1 m_e, ε∞ = 2.5, ε0 = 10 as model parameters. Evaluate the corrections for L = 80 Å and compare with self-consistent solutions in cells from 60 to 120 Å.**

*Solution.* Here 1/κ = 0.4 − 0.1 = 0.3. The units of (e) are 1.76392 Å and 2.44902 eV, so

E_iso = −0.0542564 × 2.44902 = −0.132875 eV,  ε_iso = −0.398626 eV

σ² = 21.4852 × 1.76392² = 66.850 Å²,  σ = 8.176 Å

Six decimals serve to compare formula and numerical solution of the same model; they are not an accuracy for any material. With e²/(4πε_vac) = 14.39965 eV Å,

α/(2κL) = 2.83730 × 14.39965 × 0.3/(2 × 80) = 0.076605 eV = 0.002815 hartree

α/(κL) = 0.153210 eV

b = 2π × 66.850 × 14.39965 × 0.3/(3 × 80³) = 0.001181 eV

The three-dimensional solution at 80 Å gives E_L = −0.057463 eV and ε_L = −0.245379 eV. These lie above the isolated values by 0.075412 eV and 0.153247 eV, which is 57% of |E_iso| and 38% of |ε_iso|, in a cell almost ten times σ. A finite difference of E in the norm (called N in the program) gives −0.245380 eV, testing ε = dE/dν. After correction,

E_L − α/(2κL) = −0.134068 eV, below E_iso by 0.9% of |E_iso|

E_L − α/(2κL) + b = −0.132887 eV

ε_L − α/(κL) = −0.398590 eV, above ε_iso by 0.009% of |ε_iso|

At this size the Madelung term alone is about a hundred times more accurate in relative terms for ε than for E. The error left is of order L⁻³ in E and L⁻⁶ in ε, so the factor grows roughly as L³: about 60 at 70 Å and 200 at 100 Å. The band energy changes by −0.002422 eV against −2b = −0.002362 eV.

The ratio of the total shifts, (ε_L − ε_iso)/(E_L − E_iso), is 2.0428, 2.0321, 2.0202 and 2.0139 at 70, 80, 100 and 120 Å. It exceeds 2 because b reduces the denominator only: at 80 Å, 0.153210/(0.076605 − 0.001181) = 2.031.

The remainders are what is left after subtracting E_iso + α/(2κL) − b and ε_iso + α/(κL):

70 Å: E −2.653×10⁻⁵ eV, ε 8.947×10⁻⁵ eV, ratio −3.372
80 Å: E −1.156×10⁻⁵ eV, ε 3.616×10⁻⁵ eV, ratio −3.129
100 Å: E −2.978×10⁻⁶ eV, ε 9.075×10⁻⁶ eV, ratio −3.047
120 Å: E −9.909×10⁻⁷ eV, ε 2.999×10⁻⁶ eV, ratio −3.027

The ratio tends to −3 but is off by 12% at 70 Å. The radial model gives c₆ = 2.9331×10⁶ eV Å⁶ and c₉ = 4.37×10¹⁰ eV Å⁹ (a finite-difference third derivative, reliable to three figures, so the last digit of the L⁻⁹ terms below is uncertain), so at 70 Å the terms of E are −2.493×10⁻⁵ and −1.083×10⁻⁶ eV. The difference between the periodic solution and the radial model, attributed mainly to tunnelling (it also contains the small L⁻¹⁰ term of (e)), is −4.43×10⁻⁷ eV in E and 7.49×10⁻⁶ eV in ε. The sums are

E: −(2.493 + 0.1083 + 0.0443)×10⁻⁵ = −2.646×10⁻⁵ eV

ε: (3 × 2.493 + 6 × 0.1083 + 0.749)×10⁻⁵ = 8.878×10⁻⁵ eV

What is left, about −7×10⁻⁸ and +7×10⁻⁷ eV, is consistent with an L⁻¹² term and its factor −9, which is not tested separately. Two terms worth 4% and 2% of the remainder of E are thus amplified by −6 and −17 in ε. The size dependence agrees as well: the remainder of E falls by 3.006 from 100 to 120 Å against 1.2⁶ = 2.986, and by 3.880 from 80 to 100 Å against 3.868 from the c₆ and c₉ terms.

The tunnelling shifts of E are −7.707×10⁻⁶, −1.845×10⁻⁶ and −4.429×10⁻⁷ eV at 60, 65 and 70 Å. The estimate −6πRψ(R)², with ψ from the radial model, gives −7.290×10⁻⁶, −1.726×10⁻⁶ and −4.049×10⁻⁷ eV, smaller in size by 5 to 9% of the computed shift; the estimate omits the l ≥ 4 part of the potential, which can act in two ways: through the L⁻¹⁰ term, whose share of the shift grows with L (about 1% at 60 Å and 3 to 4% at 70 Å), and through the change of the tail toward the faces estimated in (f), which has the size of the remaining 5 to 6%. The slope between 60 and 70 Å is γ = 0.2857 Å⁻¹, below k = 0.3235 Å⁻¹. The power-law prefactor has the right size to explain this: k = 0.3235 × 1.76392 = 0.5706 in reduced units, η = 1.75, and 0.3235 − 2.50/65 = 0.285 Å⁻¹. The closeness in the third figure is partly accidental, since the estimate −6πRψ(R)² itself falls with slope ln(7.290×10⁻⁶/4.049×10⁻⁷)/10 = 0.289 Å⁻¹. With γ taken from the computed shifts, the factor 3 − 65γ = −15.57 matches the computed ratio −15.58 at 65 Å; this tests the scaling relation of (e), which holds whatever the origin of the shift.

With the cube-averaged Q = 0 term at 80 Å the 1/L shift of E is 0.076605 × 0.39455/2.83730 = 0.010653 eV, so E ≈ −0.132875 + 0.010653 − 0.001181 = −0.123403 eV and ε ≈ −0.398626 + 0.021305 = −0.377321 eV. The solver gives −0.123416 and −0.377285 eV, and the differences are the same remainders as above. For the charged cell of (g), −0.025535 + 0.102140 = 0.076605 eV.

Solving E_iso + α/(2κL) − b = 0 gives the estimate L_c = 43.74 Å. The localized solution has E = +0.00363 eV at 0.95 L_c and −0.00651 eV at 1.05 L_c, so the sign change is bracketed. Linear interpolation places it near 0.986 L_c, about 43 Å, below the estimate, in the direction expected since the omitted L⁻⁶ and tunnelling terms are both negative. In this model a cell smaller than about five times σ has the uniform state below the polaron, and up to π³ × 1.76392 Å = 54.7 Å the uniform state remains a local minimum.

Table of computed values

```
alpha: Ewald 2.8372975, slab sum 2.8372975
r^2 coefficient of kernel: slab sum 2.09440, 2pi/3 = 2.09440
random crystal, q^2*sum g^2/w (model units): optical 0.008765, with piezo 0.016197
frozen Gaussian s=0.08 L, W in 1/L: sum 2.14774854, formula 2.14774854
model: m* = 1.0 m_e, eps_inf = 2.5, eps_0 = 10.0, 1/kappa = 0.3000
e^2/(4 pi eps_vac) = 14.39965 eV A; length unit 1.76392 A; energy unit 2.44902 eV
isolated, reduced units: E -0.0542564, eps -0.1627692, sigma^2 21.4852
isolated: E -0.132875 eV, eps -0.398626 eV, T 0.132875 eV, W 0.265751 eV
isolated: sigma^2 66.850 A^2, sigma 8.176 A
radial r^2 model, eps/E ratios by order: 0.00000, -3.0000, -6.004
c6 2.9331e+06 eV A^6, c9 4.3692e+10 eV A^9
L = 60 A tunnelling: E -7.707e-06, estimate -7.290e-06, eps 1.090e-04 eV, ratio -14.14
L = 65 A tunnelling: E -1.845e-06, estimate -1.726e-06, eps 2.876e-05 eV, ratio -15.58
L = 70 A tunnelling: E -4.429e-07, estimate -4.049e-07, eps 7.494e-06 eV, ratio -16.92
L = 70 A: E_L -0.047116, eps_L -0.223439, T 0.129206, W 0.176322 eV
  alpha/2kL 0.087549, alpha/kL 0.175097, b 0.001763 eV
  E_L-mad -0.134665, E_L-mad+b -0.132902, eps_L-2mad -0.398536 eV
  remainders: E -2.653e-05, eps 8.947e-05 eV, ratio -3.372
  -c6/L^6 -2.493e-05, -c9/L^9 -1.083e-06 eV
  (eps_L-eps_iso)/(E_L-E_iso) = 2.0428; T_L-T_iso -0.003669 eV
L = 80 A: E_L -0.057463, eps_L -0.245379, T 0.130453, W 0.187916 eV
  alpha/2kL 0.076605, alpha/kL 0.153210, b 0.001181 eV
  E_L-mad -0.134068, E_L-mad+b -0.132887, eps_L-2mad -0.398590 eV
  remainders: E -1.156e-05, eps 3.616e-05 eV, ratio -3.129
  -c6/L^6 -1.119e-05, -c9/L^9 -3.255e-07 eV
  (eps_L-eps_iso)/(E_L-E_iso) = 2.0321; T_L-T_iso -0.002422 eV
L = 100 A: E_L -0.072199, eps_L -0.276049, T 0.131651, W 0.203850 eV
  alpha/2kL 0.061284, alpha/kL 0.122568, b 0.000605 eV
  E_L-mad -0.133483, E_L-mad+b -0.132878, eps_L-2mad -0.398617 eV
  remainders: E -2.978e-06, eps 9.075e-06 eV, ratio -3.047
  -c6/L^6 -2.933e-06, -c9/L^9 -4.369e-08 eV
  (eps_L-eps_iso)/(E_L-E_iso) = 2.0202; T_L-T_iso -0.001225 eV
L = 120 A: E_L -0.082156, eps_L -0.296483, T 0.132170, W 0.214326 eV
  alpha/2kL 0.051070, alpha/kL 0.102140, b 0.000350 eV
  E_L-mad -0.133226, E_L-mad+b -0.132876, eps_L-2mad -0.398623 eV
  remainders: E -9.909e-07, eps 2.999e-06 eV, ratio -3.027
  -c6/L^6 -9.823e-07, -c9/L^9 -8.468e-09 eV
  (eps_L-eps_iso)/(E_L-E_iso) = 2.0139; T_L-T_iso -0.000705 eV
tunnelling decay gamma 0.2857 1/A, sqrt(2|eps_iso|) 0.3235 1/A, 3-gamma*65A = -15.57
remainder ratio 80/100 A: 3.880, c6+c9 series 3.868
remainder ratio 100/120 A: 3.006, (120/100)^6 = 2.986
L = 80 A: dE/dN -0.245380 eV; alpha/2kL = 0.002815 hartree
L = 80 A: alpha/(2 eps_0 L) 0.025535, alpha/(2 eps_inf L) 0.102140 eV
beta cube 2.44275, sphere 2.48140; alpha-beta 0.39455, 0.35590
L = 80 A, cube-averaged Q=0: E -0.123416 eV, eps -0.377285 eV
L_c estimate 43.74 A; E at 0.95 L_c 0.00363, at 1.05 L_c -0.00651 eV
lattice test: eps_inf = (2,2,3), eps_0 = (6,6,12), hopping 0.05, L = 16,20,24,32 (model units)
  mu[eps_inf] 1.222055, mu[eps_0] 0.359807, half difference 0.431124
  fitted 1/L slopes: E 0.431123, eps 0.862247, ratio 2.00000
```
